# Growth activity of a line of like-sign dislocations

Take five dislocations of like sign, 10 nm apart on a line 40 nm long, on PbTe(111) with the rough growth parameters given below. Each alone would build a spiral hillock at 0.031 nm/s. Together, in a numerical solution of the step motion, they build one at about 0.066 nm/s: the gain is about 2.1, not 5. This solution ignores competition between steps for adatoms and the strain around the dislocations. Under the same simplifications, five dislocations emerging at a single point would give a gain of 5, so the loss found here comes from the length of the line. With competition included, the gain at a single point would also be below 5.

## The model and the quantity sought

There are \(n\) dislocations of like sign, evenly spaced by \(d\), so \(L=(n-1)d\). Each is the end of one step of height \(h\). Steps are isotropic, and far apart enough not to compete for adatoms.

An island of radius \(\rho\), with area \(s\) per formula unit, step free energy \(\gamma\) per length and driving force \(\Delta\mu\), has free energy

\[
G=2\pi\rho\gamma-\frac{\pi\rho^2}{s}\Delta\mu .
\]

Setting \(dG/d\rho=2\pi\gamma-2\pi\rho\,\Delta\mu/s=0\) gives the critical radius

\[
r^*=\frac{\gamma s}{\Delta\mu},\qquad \Delta\mu=kT\ln(1+\sigma),
\]

where \(\sigma\) is the relative supersaturation. Curvature raises the chemical potential of the step by \(\gamma s/\rho=r^*\Delta\mu/\rho\), so its equilibrium adatom density rises by the factor \((1+\sigma)^{r^*/\rho}\). The speed is proportional to the remaining excess:

\[
\frac{V}{v}=\frac{(1+\sigma)-(1+\sigma)^{r^*/\rho}}{\sigma}
\simeq 1-\frac{r^*}{\rho}\qquad(\sigma\ll1).
\]

Here \(v\) is the speed of a straight step, and \(\rho>0\) means that the step is convex towards its direction of advance.

The activity \(A\) is the growth rate of the hillock divided by that of one isolated spiral under the same conditions. The result to be derived is

\[
\boxed{A\simeq\frac{n}{1+2L/\lambda_0}}
\]

where \(\lambda_0\) is the far step spacing of an isolated spiral. With the Archimedean estimate \(\lambda_0\simeq4\pi r^*\) it becomes

\[
A\simeq\frac{n}{1+L/(2\pi r^*)}.
\]

Both forms are approximate, and both require spirals close enough to interact.

## The isolated spiral

The end of the step is pinned at the dislocation. It does not move, so the step law requires \(\rho=r^*\) there. For a curve \(r(\theta)\) the curvature is

\[
\kappa=\frac{r^2+2r'^2-rr''}{(r^2+r'^2)^{3/2}} .
\]

For the Archimedean spiral \(r=a\theta\), \(r'=a\) and \(r''=0\), hence

\[
\kappa=\frac{\theta^2+2}{a(1+\theta^2)^{3/2}},\qquad \kappa(0)=\frac2a .
\]

Equating \(2/a\) to \(1/r^*\) gives \(a=2r^*\). The radius grows by \(2\pi a\) per turn, so \(\lambda_0=4\pi r^*=12.57\,r^*\). Far out the step moves at \(v\) and advances one spacing per rotation. The period is therefore \(T_0=\lambda_0/v\).

This spiral obeys the step law at its centre and far away, but not in between. To do better, measure lengths in \(r^*\) and times in \(r^*/v\), and let a rigid spiral rotate at angular frequency \(\omega\). Its outer parts trail, so \(\psi=-r\,d\theta/dr\) is positive. The tangent makes an angle \(\alpha=\arctan\psi\) with the radius. A point of the rotating curve moves at \(\omega r\) along the circle, and the component normal to the step is

\[
V=\omega r\cos\alpha=\frac{\omega r}{\sqrt{1+\psi^2}} .
\]

The tangent points in the direction \(\theta-\alpha\), which turns by \(-\psi/r-\psi'/(1+\psi^2)\) per unit of \(r\). An arc element is \(\sqrt{1+\psi^2}\,dr\). The curvature, positive because the step is convex towards its advance, is

\[
\kappa=\frac{1}{\sqrt{1+\psi^2}}
\left[\frac{\psi}{r}+\frac{\psi'}{1+\psi^2}\right].
\]

Insert both in \(V=1-\kappa\) and multiply by \(\sqrt{1+\psi^2}\):

\[
\omega r=\sqrt{1+\psi^2}-\frac{\psi}{r}-\frac{\psi'}{1+\psi^2},
\]

\[
\psi'=(1+\psi^2)\left[\sqrt{1+\psi^2}-\omega r-\frac{\psi}{r}\right].
\]

Near the centre \(\psi=cr\) gives \(c=1-c\), so \(c=1/2\) and \(\kappa=2c=1\), as pinning demands. Far out, \(\psi\simeq\omega r\), so the spacing is \(2\pi/\omega\). Numerical integration from the regular centre reaches this outgoing form for \(\omega=0.331\). Hence

\[
\lambda_0=\frac{2\pi r^*}{\omega}\simeq19.0\,r^* .
\]

## First derivation: follow a step round the line

If all \(n\) dislocations coincide, \(n\) equal arms rotate about one point. In the local step law an arm is unaffected by the others, so each has period \(T_0\), and \(n\) steps leave per period. Thus \(A=n\) at \(L=0\).

Now separate them. Looking outward along a step from its dislocation, the high side lies on the same hand for every dislocation of one sign. A step joining two of them would have its high side on opposite hands as seen from its two ends. Like-sign dislocations therefore cannot be joined by a step. When the step from one runs into the step from its neighbour, the two exchange ends, and the front continues from the next dislocation. By repeated exchange a front travels along one flank of the line, turns round the end, and returns along the other.

The circuit time is estimated in two parts.

1. On the flanks the front is taken as nearly straight and perpendicular to the line. It moves at \(v\), and the two flanks cost \(2L/v\).
2. At each end the front makes half a turn about a dislocation. Each half-turn is taken to last half the period of an isolated spiral, so the two cost \(\lambda_0/v\).

The sum is

\[
T=\frac{2L+\lambda_0}{v}.
\]

There are \(n\) fronts, one for each dislocation, and each passes a fixed ray once per circuit. The passage frequency is \(f=n/T\), and the growth rate is

\[
R=hf=\frac{nhv}{2L+\lambda_0}.
\]

An isolated spiral has \(R_0=hv/\lambda_0\). Division gives

\[
A=\frac{R}{R_0}=\frac{n\lambda_0}{2L+\lambda_0}
=\frac{n}{1+2L/\lambda_0}.
\]

## Second derivation: count steps on a closed contour

This derivation follows no step through its exchanges. Draw a closed contour round all the dislocations. One trip along it on the surface changes the height by \(nh\), so at every instant the net number of steps crossing the contour is \(n\).

Let \(u\) be the speed at which a crossing point slides along the contour. In a steady regime the same mean number \(f\) of steps per time passes every point of it. Otherwise steps would accumulate between two points. A step spends a time \(ds/u\) in the element \(ds\), so the mean number of crossings there is \(f\langle1/u\rangle ds\), where the average is over passing steps. Adding all elements,

\[
n=f\oint\left\langle\frac1u\right\rangle ds .
\]

No approximation to the shape of the steps has entered so far. What remains is to choose a contour on which \(u\) can be estimated.

For an isolated spiral, the crossing on a circle of radius \(R_c\) moves at \(2\pi R_c/T_0\). This equals \(v\) when

\[
R_c=\frac{vT_0}{2\pi}=\frac{\lambda_0}{2\pi},
\]

which is \(2r^*\) for the Archimedean estimate and \(3.0\,r^*\) for the accurate spiral. For the line, take the contour at distance \(R_c\) from the segment that carries the dislocations. It has two straight sides of length \(L\) and two semicircles of radius \(R_c\), so its perimeter is

\[
P=2L+2\pi R_c=2L+\lambda_0 .
\]

The closure assumption is that crossings move at \(v\) on average along this contour, \(\langle1/u\rangle=1/v\). It holds by construction for coincident dislocations. On the straight sides it holds for straight steps perpendicular to the line. Then

\[
n=\frac{fP}{v},\qquad f=\frac{nv}{2L+\lambda_0},
\]

and division by \(v/\lambda_0\) gives the same \(A\).

## What each derivation assumes

Both use the local step law, a steady regime and interacting spirals. They differ in what is approximated. The first splits a history into flanks and turns. It needs fronts that hop smoothly from one dislocation to the next, and ends that turn like steady spirals although the arriving front is not a steady spiral. The second needs neither the history nor the separate times. It replaces them by one statement about an average of \(1/u\), and errors on the sides and semicircles may cancel. The first shows where the time goes; the second shows which single quantity decides the accuracy.

That quantity can be read from a numerical solution in which no circuit time is put in. The multivalued height of the surface is evolved on a grid so that each step obeys \(V=v(1-r^*/\rho)\). The isolated spiral then has the period \(18.6\,r^*/v\), about 2% below the accurate value. The activities are:

| \(n\) | \(L/r^*\) | numerical | \(\lambda_0=4\pi r^*\) | \(\lambda_0=19.0\,r^*\) |
|---|---|---|---|---|
| 2 | 4 | 1.32 | 1.22 | 1.41 |
| 5 | 8 | 2.65 | 2.20 | 2.71 |
| 9 | 16 | 3.37 | 2.54 | 3.35 |

Relative to the numerical values, the Archimedean form is low by 8%, 17% and 25%. The form with the accurate spacing is within 7%. For the pair, a grid of step \(0.4\,r^*\) instead of \(0.25\,r^*\) gives 1.33. The numerical activities are nevertheless uncertain by a few percent, because the result also depends on how the step law is discretized. Part of the difference for the pair may come from this.

The Archimedean form is low for a definite reason. It makes the isolated period too short, so the time spent on the flanks weighs too heavily against it.

By the contour identity, \(v\langle1/u\rangle\) averaged over the contour is \(nT_0v/(AP)\). For the pair, with the numerical period in both \(T_0\) and \(P\), this is

\[
\frac{2\times18.6}{1.32\times(8+18.6)}\simeq1.06 .
\]

For the nine dislocations the same arithmetic gives \(9\times18.6/(3.37\times50.6)\simeq0.98\). Both departures from 1 are comparable to the numerical error, so they show only that the closure holds to within several percent in these cases.

The flank time can be examined separately. Between \(L=8r^*\) and \(16r^*\), with \(d=2r^*\) held fixed, each added length costs about 1.8 to 1.9 times that length divided by \(v\), against the predicted 2. Part of this shortfall may be numerical error. The rest could mean that the flanks are passed somewhat faster than assumed or that the turns shorten as the line grows; the numbers do not separate these causes.

## Limits and the range of interaction

**Short lines.** The formula gives \(A\simeq n(1-2L/\lambda_0)\) for \(L\ll\lambda_0\). The end value \(A=n\) is sound, but neither derivation fixes the coefficient of the linear term. In an isotropic model the activity of a pair depends on the length of its separation vector alone, so a smooth dependence on that vector would start with \(L^2\). Smoothness is not assured, however. The exchange of ends keeps each arm of a pair pinned at the dislocation that lies behind it as it advances, and this steady lag, proportional to \(L\), can cost activity at first order. The grids used here do not resolve \(L\lesssim r^*\). The formula should therefore not be used for the first small loss of activity.

**Long lines at fixed spacing.** With \(L=(n-1)d\) and \(n\to\infty\),

\[
A\to\frac{\lambda_0}{2d}.
\]

An infinite row gives this value in another way. Crossing the row changes the number of steps per length along it by \(1/d\). By symmetry each flank carries \(1/(2d)\), with steps moving in opposite directions on the two flanks. Straight steps perpendicular to the row are thus \(2d\) apart and pass at the rate \(v/(2d)\). Division by \(v/\lambda_0\) gives \(\lambda_0/(2d)\). If the steps lean, their density also has a component \(p\) normal to the row, and the rate is

\[
f=v\sqrt{\frac1{4d^2}+p^2}\;\ge\;\frac{v}{2d}.
\]

For an infinite row with uniform trains of straight steps far from it, the limit is therefore a lower bound.

**Wide spacing.** The formula exceeds 1 when

\[
n>1+\frac{2(n-1)d}{\lambda_0},
\qquad\text{that is}\qquad d<\frac{\lambda_0}{2},
\]

for any \(n>1\). This is \(2\pi r^*\) in the Archimedean estimate and \(9.5\,r^*\) with the accurate spacing. Beyond it the formula would make the group grow more slowly than one isolated spiral, so the picture of a shared circuit no longer applies. Far beyond it the spirals grow side by side, their steps annihilate where they meet, and \(A\) tends to 1. For a pair \(14\,r^*\) apart the numerical activity is 1.00, while the Archimedean formula would give 0.62. The crossover is an estimate, not a sharp boundary.

**Many dislocations on a fixed line.** The formula makes \(A\) proportional to \(n\), but the far step spacing \(\lambda_0/A\) shrinks. Once it is comparable to the adatom diffusion length, steps compete for material and \(v\) is no longer constant.

## The PbTe hillock

The parameters are rough inputs chosen for the example, not measured data: temperature 670 K, \(\sigma=0.20\), \(\gamma=0.20\) eV/nm and lattice parameter \(a_0=0.646\) nm. On the (111) surface \(h=a_0/\sqrt3=0.373\) nm and \(s=\sqrt3a_0^2/4=0.181\) nm². With \(kT=0.0577\) eV,

\[
\Delta\mu=0.0577\ln1.20=0.0105\ \text{eV},\qquad
r^*=\frac{0.20\times0.181}{0.0105}\simeq3.4\ \text{nm}.
\]

The step speed follows from adatom diffusion with re-evaporation. Let \(x_s\) be the diffusion length, \(R_e\) the equilibrium evaporation rate and \(l\) the terrace width. The net deposition \(g\), incident flux minus local evaporation, is balanced by diffusion to the steps, which gives \(x_s^2g''=g\). With equilibrium density at both steps, \(g=\sigma R_e\) there. The solution at distance \(x\) from the terrace centre is \(g=\sigma R_e\cosh(x/x_s)/\cosh(l/2x_s)\). Integrating over the terrace gives

\[
hv_l=2x_s\sigma R_e\tanh\frac{l}{2x_s}.
\]

For wide terraces the last factor is 1. With \(x_s=10\) nm and \(R_e=0.50\) nm/s,

\[
v=\frac{2\times10\times0.20\times0.50}{0.373}\simeq5.4\ \text{nm/s}.
\]

The gap of 10 nm is below \(2\pi r^*=21.6\) nm, so the spirals interact. The two estimates are

\[
A=\frac{5}{1+40/21.6}\simeq1.75,\qquad
A=\frac{5}{1+80/65.2}\simeq2.25,
\]

with \(\lambda_0=65.2\) nm in the second. The numerical solution for this line gives 2.14, uncertain by a few percent. An isolated spiral grows at \(0.373\times5.36/65.2=0.031\) nm/s, and the line at 2.14 times this, 0.066 nm/s. Its step spacing is \(65.2/2.14\simeq30\) nm and its slope is \(\arctan(0.373/30.4)\simeq0.70^\circ\).

These numbers describe growth in a regime where re-evaporation matters. The growth rates are proportional to the chosen \(R_e\), which may be well above that of real PbTe at 670 K; in this model \(A\) does not depend on it. The row is a dense local group; its spacing is not meant as a mean for the whole surface. Real PbTe steps are not isotropic. If travel along the line were 20% slower and the end turns unchanged, the second estimate would fall from 2.25 to 1.97, or by 12%.

Other neglected effects have these sizes:

- **Step competition.** At the 30 nm spacing the factor \(\tanh(l/2x_s)\) is 0.91, so far steps are about 9% slower than assumed. Close to the row the steps are nearer together, approaching the \(2d=20\) nm of an infinite row, where the factor is 0.76. The growth rate is set there, so it may fall by more than 9%.
- **Step curvature and diffusion.** For a circular step with \(z=\rho/x_s\), diffusion from inside and outside changes the speed by \(\tfrac12(I_1/I_0+K_1/K_0)=1/(2zI_0K_0)\), with modified Bessel functions of \(z\). At \(\rho=2r^*\) this is 0.96.
- **Finite supersaturation.** The full step law at \(\rho=2r^*\) gives \(V/v=0.523\), against 0.5 from the linear law.
- **Core strain.** Balancing surface energy against released strain energy gives a hollow-core radius of \(\mu b^2/(8\pi^2\gamma_s)=0.17\) nm, for shear modulus \(\mu=13\) GPa, Burgers vector \(b=0.457\) nm and surface energy \(\gamma_s=0.20\) J/m². This is 5% of \(r^*\); the lower value \(\gamma/h=0.086\) J/m² implied by the step energy would give about 0.4 nm. Both radii are below \(b\), where the continuum estimate says only that the core is of atomic size. The strain reaches further. Its energy per formula unit, roughly \(\mu b^2sh/(8\pi^2r^2)\), is 12% of \(\Delta\mu\) at \(r=r^*\) and grows inwards. Subtracting it from the driving force in the equation for the isolated spiral lengthens \(\lambda_0\) by roughly 20% (15% to 23%, depending on how the singular term is cut off at the core), so the growth rate given for that spiral is too high by a similar amount.

Temperature matters more. Suppose the surface warms by 1 K at fixed incident flux, with a sublimation energy of 2.3 eV and \(x_s\), \(\gamma\) unchanged. Then \(\sigma\) falls to 0.131 and \(r^*\) rises to 5.1 nm. The second estimate of \(A\) rises to 2.73, because the line is now shorter in units of \(r^*\). The hillock nevertheless grows more slowly. The equilibrium evaporation rate rises by the factor \(1.20/1.131=1.06\), so \(v\) changes by the factor \(1.06\times0.131/0.20\simeq0.69\), and \(\lambda_0\) becomes about 96 nm. The rate \(R=nhv/(2L+\lambda_0)\) changes by the factor

\[
0.69\times\frac{80+65}{80+96}\simeq0.57 .
\]

A higher activity is thus no sign of faster growth when the conditions differ, since the isolated spiral that defines it has slowed even more. The values computed by the program are in the numerical output below.

## Values computed for the example and the checks

```
MODEL, lengths in rc, times in rc/v
central curvature of r=2*theta: 0.9999 1/rc
Archimedean spacing: 12.566 rc
accurate spiral frequency: 0.3310 v/rc
accurate spiral spacing: 18.985 rc
simulated single-spiral period: 18.575 rc/v
n, L/rc: simulated A; Archimedean A; accurate-spacing A
2, 4.00: 1.322; 1.222; 1.407
5, 8.00: 2.649; 2.200; 2.713
9, 16.00: 3.365; 2.538; 3.351
5, 11.65: 2.142; 1.752; 2.245
added circuit time per added length: 1.827 1/v
pair 14 rc apart, simulated A: 1.001
same pair, Archimedean formula: 0.620
pair 4 rc apart, A on coarser grid: 1.325
EXAMPLE, PbTe(111), rough typical parameters
temperature: 670 K; supersaturation: 0.20
step energy: 0.20 eV/nm
lattice parameter: 0.646 nm; step height: 0.373 nm
area per formula unit: 0.1807 nm2
kT: 0.05774 eV; driving force: 0.01053 eV
diffusion length: 10.0 nm
equilibrium evaporation rate: 0.50 nm/s
straight-step speed: 5.362 nm/s
critical radius: 3.433 nm
dislocations: 5; gap: 10.0 nm; L: 40.0 nm
interaction limit 2 pi rc: 21.57 nm
L/(2 pi rc): 1.854
A Archimedean: 1.752; A accurate spacing: 2.245
A simulated: 2.142
step spacing, one spiral: 65.18 nm
step spacing, line (simulated A): 30.43 nm
growth rate, one spiral: 0.0307 nm/s
growth rate, line (simulated A): 0.0657 nm/s
hillock slope, line (simulated A): 0.702 deg
NEGLECTED EFFECTS, sized for the example
diffusion-overlap speed factor, one spiral: 0.997
diffusion-overlap speed factor, line: 0.909
curved-step kinetic factor at 2 rc: 0.962
full Gibbs-Thomson V/v at 2 rc: 0.523 (linear: 0.5)
shear modulus: 13.0 GPa; surface energy: 0.20 J/m2
Burgers vector: 0.457 nm; Frank radius: 0.172 nm
Frank radius / critical radius: 0.050
A accurate spacing, line travel 20% slower: 1.973
sublimation energy: 2.3 eV; warming: 1.0 K
after warming: supersaturation 0.131, rc 5.083 nm
after warming: A accurate spacing 2.734
```
